\section*{Pressure in fully constrained silicon heated by 100 K}

\section{The problem}

A block of silicon fits without stress into a rigid cavity. Block and cavity are in contact on every side, and the cavity keeps its shape and size whatever happens inside it. The silicon is heated uniformly by $\Delta T=100$~K. Its isothermal bulk modulus is $K=97.8$~GPa and its coefficient of linear thermal expansion is $\alpha=2.6\times10^{-6}$ per kelvin, both taken as constant. What pressure develops in the silicon?

Pressure $P$ is counted positive in compression and means the rise above the starting pressure. Stress $\sigma$ is counted positive in tension, so a uniform pressure is a normal stress $-P$ in every direction. The response is assumed elastic, and strains are small.

\section{A tempting solution}

If the block were free, each edge would lengthen by the fraction
\begin{equation}
\delta=\alpha\,\Delta T=(2.6\times10^{-6}\ \mathrm{K^{-1}})(100\ \mathrm{K})=2.6\times10^{-4}.
\label{eq:delta}
\end{equation}
The cavity forbids this expansion, so it must impose an equal and opposite strain. Stress is modulus times strain, and the modulus for compression from all sides is $K$. Hence
\begin{equation}
P\overset{?}{=}K\alpha\,\Delta T=(97.8\ \mathrm{GPa})(2.6\times10^{-4})=25.4\ \mathrm{MPa}.
\label{eq:wrong}
\end{equation}
The units are right, the modulus is the right one, and the strain in \eqref{eq:delta} is correct. The answer is nevertheless wrong.

\section{Where the fault lies}

The bulk modulus is defined by the change of \emph{volume} under pressure at fixed temperature,
\begin{equation}
K=-V\left(\frac{\partial P}{\partial V}\right)_T ,
\qquad\text{so for a small change}\qquad
P=-K\,\frac{\Delta V}{V}.
\label{eq:K}
\end{equation}
It must be multiplied by a volume strain. Equation \eqref{eq:wrong} multiplies it by the strain of one edge.

To see what this does, let the block expand freely and then apply 25.4~MPa. By \eqref{eq:K} its volume shrinks by the fraction $2.6\times10^{-4}$. But three edges have grown, each by that fraction, so the volume had increased by about $7.8\times10^{-4}$. Two thirds of the expansion remains, and the block still does not fit into the cavity.

\section{The right solution}

\subsection{Heat first, then squeeze}

In an elastic solid the stress is fixed by the strain and the temperature; the order in which these were reached does not matter. Heating inside the cavity can therefore be replaced by two simpler steps with the same end state.

First, heat the block with no walls around it. Silicon is a cubic crystal, and its thermal expansion is the same in all directions. If the starting volume is $V_0$, the free volume after heating is
\begin{equation}
V_{\mathrm{free}}=V_0(1+\delta)^3=V_0\left(1+3\delta+3\delta^2+\delta^3\right).
\end{equation}
The volume strain is
\begin{equation}
\theta=\frac{V_{\mathrm{free}}-V_0}{V_0}=3\delta+3\delta^2+\delta^3\approx3\alpha\,\Delta T .
\label{eq:theta}
\end{equation}
The factor 3 counts the three edges. The first neglected term is smaller than the one kept by the factor $\delta$: the full product gives $7.802\times10^{-4}$, against $7.800\times10^{-4}$ from $3\delta$.

Second, hold the temperature at its final value and squeeze the block back to $V_0$. The required relative change is
\begin{equation}
\frac{V_0-V_{\mathrm{free}}}{V_{\mathrm{free}}}=-\frac{\theta}{1+\theta}\approx-\theta ,
\end{equation}
again to first order in the small strain. Inserting this in \eqref{eq:K} gives
\begin{equation}
\boxed{P=K\theta=3K\alpha\,\Delta T .}
\label{eq:main}
\end{equation}

The same result follows by heating in small steps at constant volume. A temperature step $dT$ and a pressure step $dP$ together change the volume by
\begin{equation}
\frac{dV}{V}=3\alpha\,dT-\frac{dP}{K}.
\end{equation}
The rigid cavity sets $dV=0$, so $dP=3K\alpha\,dT$. With constant $K$ and $\alpha$ this integrates to \eqref{eq:main}. The modulus is the isothermal one because the temperature is prescribed separately from the compression.

\subsection{The number}

With the given data,
\begin{align}
P&=3\,(97.8\ \mathrm{GPa})(2.6\times10^{-6}\ \mathrm{K^{-1}})(100\ \mathrm{K})\nonumber\\
&=(97.8\ \mathrm{GPa})(7.8\times10^{-4})\nonumber\\
&=0.0763\ \mathrm{GPa}\approx76\ \mathrm{MPa}.
\end{align}
This is about 750 atmospheres, or 0.76~MPa for each kelvin. The strain is less than one part in a thousand, but it multiplies a modulus of nearly 100~GPa. The size of the block does not enter, because thermal and elastic strains are both fractions of its length.

\section{Why the stress is a pure pressure}

Silicon expands equally in all directions, but its stiffness depends on direction. The squeeze argument restores the volume; it remains to show that a pressure alone also restores the shape.

Stress is produced by the elastic strain $e$, which is the total strain minus the free thermal strain. In the rigid cavity the total strain is zero, so along the cube axes
\begin{equation}
e_{xx}=e_{yy}=e_{zz}=0-\delta=-\delta,\qquad e_{xy}=e_{yz}=e_{zx}=0 .
\end{equation}
For a cubic crystal, Hooke's law reads
\begin{align}
\sigma_{xx}&=C_{11}e_{xx}+C_{12}(e_{yy}+e_{zz}),\label{eq:hooke}\\
\sigma_{xy}&=2C_{44}e_{xy},
\end{align}
and likewise for the other axes. Therefore
\begin{equation}
\sigma_{xx}=\sigma_{yy}=\sigma_{zz}=-(C_{11}+2C_{12})\,\delta,
\qquad \sigma_{xy}=\sigma_{yz}=\sigma_{zx}=0 .
\label{eq:normal}
\end{equation}

To connect this with $K$, apply the same small elastic strain $e$ along all three axes. The volume strain is $3e$ and the pressure is $P=-(C_{11}+2C_{12})e$, so
\begin{equation}
K=-\frac{P}{3e}=\frac{C_{11}+2C_{12}}{3}.
\label{eq:KC}
\end{equation}
Equation \eqref{eq:normal} is thus $\sigma_{xx}=-3K\delta$, in agreement with \eqref{eq:main}. For the examples below, take $C_{11}=165.8$ and $C_{12}=63.8$~GPa. These are near silicon's values, with the last digits set so that they reproduce the given modulus: $K=(165.8+127.6)/3=97.8$~GPa.

The stress is $-P$ times the unit matrix. Turning the axes by a rotation $R$ changes it to $R(-P\,I)R^{\mathsf T}=-P\,RR^{\mathsf T}=-P\,I$, where $I$ is the unit matrix. The result therefore holds for any orientation of the crystal in the cavity, and no shear stress appears on any plane.

\section{What ``fully constrained'' adds}

The word ``fully'' matters as much as the factor 3. Keep the silicon and the temperature rise the same, but hold fewer directions.

\subsection{One cube axis held}

Let smooth rigid walls fix the length along $x$ and leave the sides free. The end faces can slide along the walls, so the strain is uniform; walls that gripped them would hold back the sideways growth and raise the stress. With smooth walls $e_{xx}=-\delta$, while the side strains take a common value $e_{yy}=e_{zz}=e$ for which the side stress vanishes:
\begin{equation}
0=\sigma_{yy}=C_{11}e+C_{12}(-\delta+e)
\quad\Longrightarrow\quad
e=\frac{C_{12}}{C_{11}+C_{12}}\,\delta .
\end{equation}
The positive sign means that the block bulges sideways by more than its thermal expansion. The stress along $x$ is
\begin{align}
\sigma_{xx}&=-C_{11}\delta+2C_{12}e\nonumber\\
&=-\frac{C_{11}^2+C_{11}C_{12}-2C_{12}^2}{C_{11}+C_{12}}\,\delta\nonumber\\
&=-\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}+C_{12}}\,\delta .
\end{align}
The factor in front of $-\delta$ is Young's modulus along a cube axis. Its value is $102.0\times293.4/229.6=130.3$~GPa, and the compressive stress is 33.9~MPa.

\subsection{Two cube axes held}

Now let smooth walls fix the lengths along $x$ and $y$, and leave the face normal to $z$ free. The same strains describe a thin layer, with a cube face as its surface, bonded to a rigid base that does not expand, at points several thicknesses or more from its edges. With $e_{xx}=e_{yy}=-\delta$, the free face requires
\begin{equation}
0=\sigma_{zz}=C_{11}e_{zz}-2C_{12}\delta
\quad\Longrightarrow\quad
e_{zz}=\frac{2C_{12}}{C_{11}}\,\delta .
\end{equation}
The in-plane stress follows from \eqref{eq:hooke}:
\begin{align}
\sigma_{xx}&=-C_{11}\delta+C_{12}(-\delta+e_{zz})\nonumber\\
&=-\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\delta .
\end{align}
The bracket is $229.6-49.1=180.5$~GPa, which gives a compressive stress of 46.9~MPa.

For one, two and three held axes the stress is thus 33.9, 46.9 and 76.3~MPa. Each further wall removes a direction in which the silicon could bulge and so relieve the others. The sequence also exposes the tempting answer: 25.4~MPa is less than the stress with a single axis held, although the cavity holds all three. This comparison with one held axis works for silicon because its Young's modulus along a cube axis exceeds $K$. In a material where it does not, the wrong answer passes this comparison, though it may still fall below the stress with two axes held.

\section{Walls that give way}

No real wall is rigid. A case that can be solved in full is a silicon ball of radius $a$ inside a very large isotropic solid, the matrix, with shear modulus $G$ and linear expansion $\alpha_m$. Ball and matrix fit without stress at the start and are heated together by $\Delta T$.

Let $u(r)$ be the radial displacement in the matrix beyond its own free expansion. The strains are $e_{rr}=du/dr$ and, in both transverse directions, $u/r$. Write $\theta_m=du/dr+2u/r$ for the volume strain that goes with $u$. In an isotropic solid with bulk modulus $K_m$, and with $\lambda=K_m-2G/3$, the radial stress is $\sigma_{rr}=\lambda\theta_m+2G\,du/dr$ and the transverse stress is $\sigma_t=\lambda\theta_m+2G\,u/r$. Balance of forces on a thin shell reads
\begin{equation}
0=\frac{d\sigma_{rr}}{dr}+\frac{2(\sigma_{rr}-\sigma_t)}{r}
=\lambda\frac{d\theta_m}{dr}+2G\left(\frac{d^2u}{dr^2}+\frac2r\frac{du}{dr}-\frac{2u}{r^2}\right)
=(\lambda+2G)\frac{d\theta_m}{dr},
\end{equation}
because the bracket is $d\theta_m/dr$. The volume strain is therefore the same everywhere in the matrix:
\begin{equation}
\frac{d}{dr}\left(\frac{du}{dr}+\frac{2u}{r}\right)=0
\quad\Longrightarrow\quad
u=Ar+\frac{B}{r^2}.
\end{equation}
Far from the ball the stress must vanish, so $A=0$. The remaining strains are
\begin{equation}
e_{rr}=-\frac{2B}{r^3},\qquad \frac{u}{r}=\frac{B}{r^3}.
\end{equation}
Their sum over the three directions is zero. The matrix changes shape but not volume, which is why its bulk modulus does not enter. The radial stress is then
\begin{equation}
\sigma_{rr}=2Ge_{rr}=-\frac{4GB}{r^3}.
\end{equation}
At the surface of the ball it must equal $-P$, so $B=Pa^3/(4G)$ and
\begin{equation}
\frac{u(a)}{a}=\frac{P}{4G}.
\end{equation}

The ball expands thermally and is compressed by $P$. One third of its elastic volume strain falls on each direction, so its radius grows by the fraction $\alpha\Delta T-P/(3K)$. The cavity radius grows by $\alpha_m\Delta T+P/(4G)$. The surfaces stay in contact if
\begin{equation}
\alpha\,\Delta T-\frac{P}{3K}=\alpha_m\Delta T+\frac{P}{4G}.
\end{equation}
Collecting the terms in $P$ and multiplying by 3 gives
\begin{equation}
P=\frac{3(\alpha-\alpha_m)\Delta T}{\dfrac1K+\dfrac{3}{4G}} .
\label{eq:ball}
\end{equation}
For $G\to\infty$ and $\alpha_m=0$ this returns $3K\alpha\Delta T$. For $G\to0$ the pressure vanishes, because the matrix offers no resistance.

Take fused silica as the matrix, with the rough values $G=31$~GPa and $\alpha_m=0.55\times10^{-6}$ per kelvin. The numerator of \eqref{eq:ball} is $3(2.05\times10^{-6})(100)=6.15\times10^{-4}$. The denominator is $0.0102+0.0242=0.0344$ per GPa. Hence $P\approx18$~MPa, or 23\% of the rigid result. If the expansion of the silica is set to zero and its stiffness is kept, the pressure is 23~MPa. Most of the drop from 76~MPa therefore comes from the elastic compliance of the matrix.

\section{Silicon whose properties change}

Return to the rigid cavity and suppose that the heating runs from 300 to 400~K. The expansion coefficient and the bulk modulus, so far taken as constant, then change, the modulus for two reasons. The values below are rough.

\emph{Expansion.} The coefficient $\alpha$ rises from $2.6\times10^{-6}$ to about $3.2\times10^{-6}$ per kelvin. If the rise is taken as linear, the mean is $2.9\times10^{-6}$ per kelvin. The pressure becomes $3(97.8\ \mathrm{GPa})(2.9\times10^{-4})=85$~MPa, an increase of about 12\% over the result with constant data.

\emph{Softening with temperature.} The bulk modulus falls by a fraction of about $8\times10^{-5}$ per kelvin. In the two-step argument the squeeze takes place at the final temperature, so the modulus at 400~K applies. It is 97.0~GPa, and the pressure falls by 0.8\%.

\emph{Stiffening with pressure.} Compression raises the modulus to $K+K'P$, with $K'\approx4.2$. Let $s=\ln(V_{\mathrm{free}}/V)$ measure the compression. Then \eqref{eq:K} becomes
\begin{equation}
\frac{dP}{ds}=K+K'P .
\end{equation}
Separating the variables and starting from $P=0$ at $s=0$ gives
\begin{equation}
\frac1{K'}\ln\left(1+\frac{K'P}{K}\right)=s
\quad\Longrightarrow\quad
P=\frac{K}{K'}\left(e^{K's}-1\right)\approx Ks\left(1+\frac{K's}{2}\right).
\end{equation}
With $s\approx7.8\times10^{-4}$ the correction is $K's/2\approx0.16\%$.

All three changes together give about 85~MPa, some 11\% above the result with constant data. The growth of $\alpha$ alone would give slightly more; the softening takes a little of it back. For a larger temperature rise, the product $\alpha\Delta T$ should be replaced by the integral of $\alpha(T)$ over the heating range, and $K$ by its value at the final temperature. The stiffening factor $1+K's/2$, with $s=3\int\alpha\,dT$, should then be kept as well: it grows in proportion to $s$ and reaches 1\% at $s\approx5\times10^{-3}$.

\section{The result beside a real chip}

The given $K$ and $\alpha$ are close to those of silicon near room temperature, and a rise of 100~K is a realistic load for a chip. The assumption to question first is the rigid enclosure. If a face of the die is free or rests against something compliant, or if the surroundings are heated too, the stress changes. In the models above, freeing one cube face of a block between smooth walls lowers the stress along the held axes from 76 to 47~MPa (unlike the fully held value, this one depends on orientation: with $C_{44}\approx80$~GPa a free (111) face gives about 60~MPa), and replacing the rigid cavity by fused silica lowers the pressure to 18~MPa. Both changes exceed the 11\% correction for silicon's own properties.

The sign can change as well. Copper expands several times more than silicon. For a ball bonded into such a matrix, $\alpha-\alpha_m$ in \eqref{eq:ball} is negative, and heating from a stress-free state puts the silicon under tension; without a bond, a gap opens instead. For soft copper only the sign should be taken from \eqref{eq:ball}, because the metal yields well before a rise of 100~K and the formula assumes an elastic matrix. The value of 76~MPa thus belongs to rigid walls that do not expand, and it should not be used as the stress in a package without examining what surrounds the die. The values used here are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Bulk modulus K: 97.8 GPa
Linear expansion alpha: 2.60e-06 1/K
Temperature rise: 100 K
Free linear strain: 2.60e-04
Free volume strain, 3 alpha dT: 7.800e-04
Free volume strain from cube edges: 7.80203e-04
Pressure, fully constrained: 76.28 MPa
Same pressure: 753 atm
Pressure rise per kelvin: 0.763 MPa/K
Wrong value if factor 3 is forgotten: 25.4 MPa
Rough C11, C12, C44: 165.8, 63.8, 80.0 GPa
K from simulated squeeze: 97.8 GPa
Normal stresses, rotated crystal: -76.28, -76.28, -76.28 MPa
Young modulus along cube axis: 130.3 GPa
Stress, one cube axis held: 33.9 MPa
Biaxial modulus, two cube axes: 180.5 GPa
Stress, two cube axes held: 46.9 MPa
Rough shear modulus of fused silica: 31 GPa
Rough bulk modulus of fused silica: 37 GPa
Rough expansion of fused silica: 5.50e-07 1/K
Ball in silica, formula: 17.87 MPa
Ball in silica, finite elements: 17.88 MPa
Ball in silica / rigid result: 0.234
Ball, silica expansion set to zero: 22.66 MPa
Ball in nearly rigid matrix: 76.28 MPa
Starting and final temperature: 300, 400 K
Rough alpha at final temperature: 3.20e-06 1/K
Mean alpha over the range: 2.90e-06 1/K
Pressure with rising alpha: 85.1 MPa
Change from rising alpha: +11.5 %
Rough relative slope of K: -8.0e-05 1/K
K at final temperature: 97.0 GPa
Change from thermal softening: -0.80 %
Rough pressure derivative of K: 4.2
Change from pressure stiffening: +0.16 %
Pressure with all three changes: 84.6 MPa
Combined change: +10.8 %
\end{verbatim}
